# Ground-State Dissociation Energy of a Morse Metal-Ligand Bond

## Problem

The stretch of a metal-ligand bond is described by a Morse potential

$$V(r)=D_e\left(1-e^{-a(r-r_e)}\right)^2 ,$$

where $r$ is the bond length, $r_e$ its equilibrium value and $a$ sets the width of the well. The well depth, measured from the minimum to the separated fragments, is $D_e=300$ kJ/mol. The harmonic wavenumber, which belongs to the curvature of $V$ at the minimum, is $w=500$ cm⁻¹.

(a) Find the energy $D_0$ needed to dissociate the bond from its vibrational ground state, including the anharmonic correction to the zero-point energy. Does anharmonicity raise or lower $D_0$, compared with the harmonic estimate for the same $D_e$ and $w$?

(b) Find $D_0/D_e$ for a much shallower well in which $w=D_e$, both expressed as wavenumbers.

Rotation and coupling to other vibrations are left out. The data are given in kJ/mol and cm⁻¹, so energies are worked out as wavenumbers (energy divided by $hc$), and the main results are converted to kJ/mol.

## A tempting solution

A harmonic oscillator has zero-point energy $w/2$. The bond starts from that level and not from the bottom of the well, so $w/2$ must be subtracted from $D_e$. For a Morse oscillator there is also an anharmonic term, whose size in the ground state is $w^2/(16D_e)$. Anharmonicity makes a bond softer when it is stretched. A softer bond is easier to break, so this term must be subtracted as well:

$$D_0\overset{?}{=}D_e-\frac{w}{2}-\frac{w^2}{16D_e}.$$

For part (a) the two terms are 2.9907 and 0.0075 kJ/mol, which gives

$$D_0\overset{?}{=}300-2.9907-0.0075=297.002\ \text{kJ/mol},$$

with anharmonicity lowering $D_0$. For part (b) the same expression gives $D_0/D_e\overset{?}{=}1-0.5-0.0625=0.4375$.

## Where the fault lies

The size of the anharmonic term is right, as will be shown below. The fault is in the sentence "a softer bond is easier to break, so this term must be subtracted".

The dissociation energy is the difference between two levels: the energy of the separated fragments, $D_e$ above the minimum, and the ground level, $E_0$ above the minimum. Therefore

$$D_0=D_e-E_0 .$$

The softening of the stretched bond is what gives the potential a finite plateau in the first place; a parabola has none. The height of that plateau is the given number $D_e$, and it is the same in the harmonic estimate and in the full treatment. Anharmonicity can then change $D_0$ only by moving $E_0$. If it lowers the ground level, the level lies further below the plateau and $D_0$ rises. The sign has to come from the ground-state energy, not from a general impression of bond weakness.

## The right solution

### Removing the mass

Near the minimum $1-e^{-a(r-r_e)}\approx a(r-r_e)$, so $V\approx D_ea^2(r-r_e)^2$. A harmonic potential is $\tfrac12\mu\omega^2(r-r_e)^2$, with $\mu$ the reduced mass and $\omega$ the angular frequency. Equating the two gives

$$\mu\omega^2=2a^2D_e\quad\Longrightarrow\quad \frac{a^2}{\mu}=\frac{\omega^2}{2D_e},$$

where $D_e$ is for the moment an ordinary energy. Now let $y=a(r-r_e)$. Since $d/dr=a\,d/dy$, the kinetic energy becomes

$$-\frac{\hbar^2}{2\mu}\frac{d^2}{dr^2}=-\frac{\hbar^2a^2}{2\mu}\frac{d^2}{dy^2}=-\frac{(\hbar\omega)^2}{4D_e}\frac{d^2}{dy^2}.$$

Dividing all energies by $hc$ turns $\hbar\omega$ into $w$, and from here on $D_e$ is a wavenumber too. The Hamiltonian is

$$H=-B\frac{d^2}{dy^2}+D_e\left(1-e^{-y}\right)^2,\qquad B=\frac{w^2}{4D_e}.$$

Neither $\mu$ nor $a$ remains, which is why the problem can be solved without them. In a comparison of isotopes the potential stays fixed and $w$ changes as $\mu^{-1/2}$, so $D_0$ then depends on mass through $w$.

The variable $y$ is allowed to run over the whole real line, although a bond length cannot be negative. The error is negligible if the wave function has died out long before $r=0$.

### Finding the state

The wave function must vanish on both sides. Far out, the potential is flat and a bound state decays exponentially in $y$. On the inner side the potential grows as $e^{-2y}$, which calls for a much faster decay. A function with both properties is

$$\psi=\exp\left(-sy-ke^{-y}\right),\qquad s>0,\quad k>0 .$$

Its first derivative is $\psi'=(-s+ke^{-y})\psi$. Differentiating again,

$$\frac{\psi''}{\psi}=(-s+ke^{-y})^2-ke^{-y}=s^2-(2s+1)k\,e^{-y}+k^2e^{-2y}.$$

Insert this in $H\psi=E_0\psi$, divide by $\psi$, and expand the potential as $D_e(1-2e^{-y}+e^{-2y})$. The equation holds for every $y$ if each power of $e^{-y}$ balances separately:

- from $e^{-2y}$: $\;Bk^2=D_e$;
- from $e^{-y}$: $\;B(2s+1)k=2D_e$;
- from the constant: $\;E_0=D_e-Bs^2$.

The first condition gives $k^2=4D_e^2/w^2$, hence $k=2D_e/w$. Dividing the second by the first gives $(2s+1)/k=2$, hence $s=k-\tfrac12$. The requirement $s>0$ means $k>\tfrac12$, or $w<4D_e$.

### Showing that it is the ground state

Define $A=\dfrac{d}{dy}+g$ with $g=s-ke^{-y}$, and $A^\dagger=-\dfrac{d}{dy}+g$. Since $g'=ke^{-y}$,

$$A^\dagger A=-\frac{d^2}{dy^2}+g^2-g'=-\frac{d^2}{dy^2}+s^2-(2s+1)k\,e^{-y}+k^2e^{-2y}.$$

Multiplying by $B$ and using the three conditions above gives $H-E_0=B\,A^\dagger A$. For any normalized $\phi$ that vanishes at both ends, integration by parts then yields

$$\langle\phi|H|\phi\rangle-E_0=B\int|A\phi|^2\,dy\ \ge 0 .$$

No state has a mean energy below $E_0$, and $\psi$ reaches this bound because $A\psi=0$. It is the ground state.

### The dissociation energy

The constant term gives $D_0=D_e-E_0=Bs^2$. With $s=k\left(1-\frac{1}{2k}\right)$, $Bk^2=D_e$ and $\frac{1}{2k}=\frac{w}{4D_e}$,

$$D_0=D_e\left(1-\frac{w}{4D_e}\right)^2=D_e-\frac{w}{2}+\frac{w^2}{16D_e}.$$

The zero-point energy is therefore

$$E_0=\frac{w}{2}-\frac{w^2}{16D_e}.$$

The anharmonic term lowers the ground level and raises $D_0$. Within this model there are no further terms.

## Why the level goes down

The sign can be traced to the shape of the well. Expanding the potential to fourth order,

$$D_e(1-e^{-y})^2\approx D_e\left(y^2-y^3+\tfrac{7}{12}y^4\right).$$

The cubic term makes the outer side softer and the inner side steeper. The quartic term steepens both sides. Perturbation theory shows which effect wins when $w\ll D_e$.

The harmonic ground state is proportional to $e^{-ky^2/2}$, with $\langle y^2\rangle=1/(2k)$. For a Gaussian, $\langle y^4\rangle=3\langle y^2\rangle^2=3/(4k^2)$. The first-order quartic shift is then

$$\frac{7}{12}D_e\cdot\frac{3}{4k^2}=\frac{7D_e}{16k^2}=+\frac{7w^2}{64D_e}.$$

The cubic term has zero mean in this symmetric state, so its leading effect is of second order. Write $y=(b+b^\dagger)/\sqrt{2k}$ with the usual lowering and raising operators. Applying $b+b^\dagger$ three times to the ground state gives $3|1\rangle+\sqrt6\,|3\rangle$. These states lie $w$ and $3w$ above the ground level, so the second-order shift is

$$-\frac{D_e^2}{(2k)^3}\left(\frac{9}{w}+\frac{6}{3w}\right)=-\frac{11D_e^2}{8k^3w}=-\frac{11w^2}{64D_e}.$$

The sum is $-4w^2/(64D_e)=-w^2/(16D_e)$, in agreement with the full solution. The cubic term lets the state lean towards the soft side and lowers its energy by more than the quartic term raises it.

## Numbers for part (a)

One cm⁻¹ per molecule corresponds to $N_Ahc=0.01196266$ kJ/mol, so

$$D_e=\frac{300}{0.01196266}=25078.04\ \text{cm}^{-1}.$$

The harmonic zero-point energy is $500/2=250.000$ cm⁻¹. The anharmonic term is

$$\frac{w^2}{16D_e}=\frac{500^2}{16\times25078.04}=0.623\ \text{cm}^{-1}.$$

Hence

$$E_0=250.000-0.623=249.377\ \text{cm}^{-1}=2.983\ \text{kJ/mol},$$

$$D_0=25078.04-249.38=24828.66\ \text{cm}^{-1}.$$

In the unit of the question,

$$D_0=297.0\ \text{kJ/mol}.$$

More decimals are useful only for comparing formulas with the same input. The harmonic estimate is 297.0093 kJ/mol and the anharmonic result is 297.0168 kJ/mol, so anharmonicity raises $D_0$ by 0.0075 kJ/mol. The tempting solution gave 297.002 kJ/mol. Rounded to one decimal, all three agree: in this deep well the wrong sign spoils the answer to the second question of part (a), but not the useful digits of $D_0$.

The reason is the ratio of the two terms in $E_0$:

$$\frac{w^2/(16D_e)}{w/2}=\frac{w}{8D_e},$$

which is 0.249 percent here. The whole zero-point energy is itself only 0.994 percent of $D_e$.

## Part (b): a shallow well

With $w=D_e$ the formula gives

$$\frac{D_0}{D_e}=\left(1-\frac14\right)^2=0.5625 .$$

The harmonic estimate is 0.5000 and the tempting expression gives 0.4375, which is too small by 22 percent of the correct value. Here the sign matters. Direct numerical diagonalization of the Hamiltonian gives 0.562500, as the numerical output shows.

## The limit of binding

As $w$ approaches $4D_e$, $D_0$ falls to zero. At the same time $s\to0$, so the outer tail $e^{-sy}$ becomes very long: the state spreads far over the plateau before it ceases to be bound.

For $w\ge4D_e$, that is $k\le\tfrac12$, there is no state below the plateau at all. To see this, use $D_e=Bk^2$ to write

$$H-D_e=B\left[-\frac{d^2}{dy^2}-2k^2e^{-y}+k^2e^{-2y}\right].$$

Let $A_0=\dfrac{d}{dy}-ke^{-y}$, which is $A$ with $s=0$. Then $A_0^\dagger A_0=-\dfrac{d^2}{dy^2}-ke^{-y}+k^2e^{-2y}$, and so

$$H-D_e=B\left[A_0^\dagger A_0+k(1-2k)e^{-y}\right].$$

Neither term in the bracket can have a negative mean value when $k\le\tfrac12$, so no mean energy lies below $D_e$. The closed formula must not be used there: its square would grow again for $w>4D_e$ and suggest binding where there is none.

The tempting expression fails this limit too. It reaches zero when $x=w/D_e$ satisfies $x^2+8x-16=0$, or $x=4\sqrt2-4\approx1.66$, although the well still holds a bound state up to $x=4$.

## Which wavenumber is meant

The given $w$ describes the curvature of the well. A spectrum shows instead the spacing between the ground level and the first excited level. This spacing follows from the operators already defined. Reversing their order changes the sign of $g'$:

$$AA^\dagger=-\frac{d^2}{dy^2}+s^2-(2s-1)k\,e^{-y}+k^2e^{-2y}.$$

This is $A^\dagger A$ with $s$ replaced by $s-1$, plus the constant $s^2-(s-1)^2=2s-1$. For $s>1$ its lowest eigenvalue is therefore $2s-1$. If $A^\dagger A\phi=\varepsilon\phi$ with $\varepsilon>0$, then $AA^\dagger(A\phi)=\varepsilon A\phi$, and the same argument runs backwards. The two operators thus share their positive eigenvalues, and the first excitation energy is

$$B(2s-1)=2Bk-2B=w-\frac{w^2}{2D_e},$$

where $Bk=w/2$ was used. The last term is eight times the anharmonic term in $E_0$, about 4.98 cm⁻¹, so the spacing is 495.02 cm⁻¹. Diagonalization gives the same value.

If 500 cm⁻¹ had been an observed spacing, the harmonic wavenumber would have been about 505 cm⁻¹. The zero-point energy would then rise by about 2.5 cm⁻¹, or 0.03 kJ/mol, which is four times the anharmonic term computed above. Anyone who keeps that term should first be sure which wavenumber has been given.

## What the result covers

The extension of $y$ to the whole line was tested by diagonalization on a grid with hard walls at $r=0$ and $r=4$ Å, for $r_e=2.0$ Å. Reduced masses of 10, 20 and 40 u, with $a$ adjusted to keep $w$ fixed, all gave 24828.665 cm⁻¹, the value of the formula. For these parameters the walls have no visible effect, and the mass drops out as derived. In the shallow well of part (b) the state is much broader, and the value 0.5625 needs $ar_e$ of about 2 or more: with a hard wall at $r=0$, $D_0/D_e$ is 0.5623 for $ar_e=1.5$ and 0.544 for $ar_e=1$.

The size and sign of the anharmonic term belong to the Morse shape; $D_e$ and $w$ alone do not fix them. For a well $D_e(y^2+\alpha y^3+\beta y^4+\dots)$ the perturbation steps above give a leading shift of the ground level of $(12\beta-11\alpha^2)\,w^2/(64D_e)$. Morse has $\alpha=-1$ and $\beta=7/12$. The Kratzer well $D_e(1-r_e/r)^2$, with $y=r/r_e-1$, has $\alpha=-2$ and $\beta=3$, so its shift is twice as large for the same $D_e$ and $w$ (about $-1.24$ against $-0.62$ cm⁻¹ here). A well with $12\beta>11\alpha^2$ would raise the ground level instead. For a real bond the term should be taken from measured or computed anharmonic constants.

The answer of 297.0 kJ/mol is the dissociation energy of a single Morse stretch at zero temperature. In a real complex, breaking the bond also changes the zero-point energies of the other vibrations, such as the bending of the ligand against the metal. Those changes are not contained in $D_e$ and $w$, and nothing in this model makes them smaller than the 0.0075 kJ/mol of the anharmonic term.

## Computed values

```
well depth De (input)            = 300.0 kJ/mol
harmonic wavenumber w (input)    = 500.0 cm^-1
1 cm^-1 per molecule             = 0.01196266 kJ/mol
well depth De                    = 25078.04 cm^-1
k = 2 De/w                       = 100.312 (no unit)
s = k - 1/2                      = 99.812 (no unit)
harmonic zero-point energy w/2   = 250.000 cm^-1
anharmonic term w^2/(16 De)      = 0.623 cm^-1
zero-point energy E0             = 249.377 cm^-1
dissociation energy D0           = 24828.66 cm^-1
harmonic zero-point energy       = 2.9907 kJ/mol
anharmonic term                  = 0.0075 kJ/mol
zero-point energy E0             = 2.9832 kJ/mol
harmonic estimate De - w/2       = 297.0093 kJ/mol
dissociation energy D0           = 297.0168 kJ/mol
E0 as a share of De              = 0.994 percent
anharmonic term as share of w/2  = 0.249 percent
grid check: re                   = 2.0 angstrom
grid D0, reduced mass 10 u       = 24828.665 cm^-1
grid D0, reduced mass 20 u       = 24828.665 cm^-1
grid D0, reduced mass 40 u       = 24828.665 cm^-1
formula D0 for comparison        = 24828.665 cm^-1
grid spacing of levels 0 and 1   = 495.02 cm^-1
shallow well w = De: grid D0/De  = 0.562500 (no unit)
shallow well: formula D0/De      = 0.562500 (no unit)
shallow well: harmonic D0/De     = 0.500000 (no unit)
```
